\section*{Saturation of a Silicon Photomultiplier under One Short Light Pulse}

\section{One cell}

Consider a single avalanche cell, fully charged, struck by a short pulse of light. Each photon would fire the cell with probability $\eta$, independently of the others. The cell can fire once; photons arriving after that add nothing. If the pulse contains $n$ photons, the cell stays silent only if all $n$ fail, which has probability $(1-\eta)^n$.

For a coherent pulse the photon number is Poissonian with mean $\bar n$, so $P(n)=e^{-\bar n}\bar n^{\,n}/n!$. The probability of silence is then
\begin{align}
P_{\rm silent}
&=\sum_{n=0}^{\infty}e^{-\bar n}\frac{\bar n^{\,n}}{n!}(1-\eta)^n
=e^{-\bar n}\sum_{n=0}^{\infty}\frac{[\bar n(1-\eta)]^n}{n!}\nonumber\\
&=e^{-\bar n}\,e^{\bar n(1-\eta)}=e^{-\eta\bar n}.
\end{align}
The mean number of avalanches is $1-e^{-\eta\bar n}$. For weak light it is close to $\eta\bar n$, the mean number of photons able to fire the cell. For strong light it approaches one. A silicon photomultiplier is an array of such cells read out together, and what remains to be shown is how the photons divide among them.

\section{Assumptions and theorem}

The array has $N$ identical cells. The assumptions are as follows.

\begin{enumerate}
\item The photon number of the pulse is Poissonian with mean $\bar n$.
\item Each photon falls on any given cell with probability $1/N$, independently of the other photons. It would fire that cell, if charged, with probability $\eta$. This photon detection efficiency includes the insensitive area around each cell.
\item All cells are charged when the pulse arrives. The pulse is so short that a fired cell does not recover within it.
\item Dark counts, crosstalk between cells and afterpulses are negligible.
\end{enumerate}

Call a photon that would fire a charged cell a potential trigger. The mean number of potential triggers, in the whole array and per cell, is
\begin{equation}
\mu=\eta\bar n,\qquad m=\frac{\mu}{N}.
\end{equation}
The number $m$ includes triggers that are lost because their cell has already fired, so it is not the fraction of cells that fire. That fraction cannot exceed one, whereas $m$ can.

\paragraph{Theorem.} Let $K$ be the number of fired cells. Under assumptions 1--4 its mean is
\begin{equation}
F=\langle K\rangle=N\left(1-e^{-m}\right),
\label{eq:law}
\end{equation}
the cells fire independently of one another, and $K$ is binomially distributed with variance
\begin{equation}
\sigma_K^2=N e^{-m}\left(1-e^{-m}\right).
\label{eq:var}
\end{equation}
No large-$N$ approximation is involved.

\section{Two lemmas and the proof}

\paragraph{Lemma 1 (fixed photon number).} If the pulse contains exactly $n$ photons, the probability that $j$ chosen cells all stay silent is $(1-j\eta/N)^n$.

\emph{Proof.} One photon falls on the chosen set with probability $j/N$ and is then a potential trigger with probability $\eta$. It therefore spares the set with probability $1-j\eta/N$. The set stays silent if and only if every photon spares it: the first potential trigger to reach the set would find its cell charged and fire it. The photons are independent, so the probabilities multiply. $\square$

\paragraph{Lemma 2 (Poissonian light).} For Poissonian light the same probability is $e^{-jm}$.

\emph{Proof.} Averaging Lemma 1 over the photon number gives
\begin{align}
\sum_{n=0}^{\infty}e^{-\bar n}\frac{\bar n^{\,n}}{n!}\left(1-\frac{j\eta}{N}\right)^n
&=e^{-\bar n}\exp\!\left[\bar n\left(1-\frac{j\eta}{N}\right)\right]\nonumber\\
&=e^{-j\eta\bar n/N}=e^{-jm}.\qquad\square
\end{align}

\emph{Proof of the theorem.} Let $X_i=1$ if cell $i$ is silent and $X_i=0$ if it fires. Lemma 2 with $j=1$ gives $\langle X_i\rangle=e^{-m}$. Since $K=\sum_i(1-X_i)$ and the mean of a sum is the sum of the means, Eq.~(\ref{eq:law}) follows.

For the distribution, choose $s$ cells to be silent and let the other $t=N-s$ fire. The probability of this pattern is the mean of the product of $X_i$ over the first set and $1-X_i$ over the second. Expanding the second product, there are $\binom{t}{r}$ terms containing $r$ factors $X_i$, each with sign $(-1)^r$. By Lemma 2 each such term has mean $(-1)^re^{-(s+r)m}$, so
\begin{align}
P({\rm pattern})
&=\sum_{r=0}^{t}\binom{t}{r}(-1)^r e^{-(s+r)m}\nonumber\\
&=e^{-sm}\sum_{r=0}^{t}\binom{t}{r}\left(-e^{-m}\right)^r
=\left(e^{-m}\right)^s\left(1-e^{-m}\right)^t .
\end{align}
This is a product of one factor per cell, which is the statement of independence. There are $\binom{N}{t}$ patterns with $t$ fired cells, so $K$ is binomial with firing probability $1-e^{-m}$. Each cell contributes variance $e^{-m}(1-e^{-m})$, and independent variances add, which gives Eq.~(\ref{eq:var}). $\square$

\section{Weak and strong light}

Expanding the exponential for small $m$,
\begin{equation}
F=N\left(m-\frac{m^2}{2}+\frac{m^3}{6}-\dots\right)
=\mu\left(1-\frac m2+\frac{m^2}{6}-\dots\right).
\label{eq:weak}
\end{equation}
The first correction counts coincidences. A Poissonian number of triggers with mean $m$ contains on average $m^2/2$ pairs, so the array has $Nm^2/2=\mu m/2$ pairs of triggers sharing a cell. To this order each pair costs one count.

The deficit relative to the linear response $\mu$ is 10\% when $(1-e^{-m})/m=0.9$, whose solution is $m=0.2146$. The first correction alone would have put it at $m=0.2$.

For strong light it is easier to count the silent cells, whose mean number is $N-F=Ne^{-m}$. With $N=3600$, the mean number fired is 3112.8 at $m=2$ and 3534.1 at $m=4$. Doubling the light thus adds about 421 cells, and about 66 remain silent.

\section{A worked example}

Take a sensor of $3\,{\rm mm}\times3\,{\rm mm}$ with a cell pitch of $50\,\mu{\rm m}$. Each side holds $3000/50=60$ cells, so $N=60^2=3600$. A laser pulse of 0.1 ns at 450 nm delivers $\bar n=5000$ photons on average, with total energy $\bar n hc/\lambda=2.207$ fJ. With $\eta=0.40$,
\begin{align}
\mu&=0.40\times5000=2000,\qquad m=\frac{2000}{3600}=0.5556,\nonumber\\
F&=3600\,(1-0.57375)=1534.5,\nonumber\\
\sigma_K&=\sqrt{3600\times0.57375\times0.42625}=29.7 .
\end{align}
The response lies 23.3\% below the linear value of 2000. The weak-light estimate $\mu(1-m/2)$ gives 1444.4, which is 5.9\% below $F$; at this light level the next term of Eq.~(\ref{eq:weak}) matters.

The theorem was tested by adding photons one at a time. If $k$ cells have fired, the next photon raises $k$ by one with probability $\eta(N-k)/N$ and otherwise changes nothing. Repeating this step and averaging over the Poissonian photon number gave a mean of 1534.488 and a standard deviation of 29.672, equal to the formulas in all printed digits.

\section{Remarks on the light}

\paragraph{Fixed photon number.} Suppose every pulse held exactly $n$ photons. Write $q_1=(1-\eta/N)^n$ and $q_2=(1-2\eta/N)^n$ for the one-cell and two-cell silent probabilities of Lemma 1. The mean is $N(1-q_1)$. The fired and silent numbers sum to $N$, so they have the same variance. Using $X_i^2=X_i$,
\begin{align}
{\rm Var}(K|n)
&=\sum_i\langle X_i\rangle+\sum_{i\ne l}\langle X_iX_l\rangle-N^2q_1^2\nonumber\\
&=Nq_1+N(N-1)q_2-N^2q_1^2\nonumber\\
&=Nq_1(1-q_1)+N(N-1)(q_2-q_1^2).
\end{align}
For $N\ge2$ and $n\ge1$ the last term is negative, because $1-2\eta/N<(1-\eta/N)^2$. The cells are no longer independent: a photon that has gone to one cell is missing from the others.

With $n=5000$ the mean is 1534.55, almost unchanged, but the standard deviation falls from 29.7 to 24.8. The difference is the photon-number noise of the pulse. To leading order, that noise contributes the variance $\bar n$ times the squared slope $dF/d\bar n=\eta e^{-m}$:
\begin{equation}
\bar n\,(\eta e^{-m})^2=5000\,(0.40\times0.57375)^2\approx263,
\end{equation}
which agrees with $29.672^2-24.842^2\approx263$.

\paragraph{Thermal light.} Let the pulse energy fluctuate, so that the mean photon number is $\bar nW$ with $\langle W\rangle=1$, where $W$ is common to all cells. The silent probability becomes $\langle e^{-mW}\rangle$. The exponential is convex, so this is at least $e^{-m}$, and such fluctuations cannot raise the mean number fired. For a single-mode thermal pulse $W$ has the density $e^{-w}$, and
\begin{equation}
F_{\rm th}=N\int_0^\infty e^{-w}\left(1-e^{-mw}\right)dw
=N\left(1-\frac1{1+m}\right)=\frac{Nm}{1+m}.
\end{equation}
At the same mean energy the example gives 1285.7 cells instead of 1534.5. The exponential law is therefore a property of the light as well as of the detector.

\section{Recovering the light level}

Solving Eq.~(\ref{eq:law}) for $\mu$ and replacing $F$ by the observed number $k$ gives the estimate
\begin{equation}
\hat\mu(k)=-N\ln\left(1-\frac kN\right),\qquad k<N .
\end{equation}
If all cells fire, the estimate diverges and the pulse gives only a lower limit on the light.

\paragraph{Proposition.} To leading order in the fluctuations of $K$, with saturation of the whole array excluded,
\begin{equation}
\sigma_{\hat\mu}=\sqrt{N(e^m-1)},\qquad
\langle\hat\mu\rangle-\mu=\frac{e^m-1}{2}.
\label{eq:inverse}
\end{equation}

\emph{Proof.} The derivatives are $\hat\mu'=1/(1-k/N)$ and $\hat\mu''=1/[N(1-k/N)^2]$. At $k=F$ one has $1-k/N=e^{-m}$, so $\hat\mu'=e^m$ and $\hat\mu''=e^{2m}/N$. A Taylor expansion about $F$ gives
\begin{align}
\sigma_{\hat\mu}^2&\approx(\hat\mu')^2\sigma_K^2
=e^{2m}Ne^{-m}(1-e^{-m})=N(e^m-1),\nonumber\\
\langle\hat\mu\rangle-\mu&\approx\tfrac12\hat\mu''\sigma_K^2
=\tfrac12e^{2m}e^{-m}(1-e^{-m})=\frac{e^m-1}{2}.
\end{align}
The linear term drops out of the bias because $\langle K-F\rangle=0$. $\square$

The expansion needs $\sigma_K$ to be small against the number of silent cells, that is $e^m-1\ll N$. For $N=3600$ both formulas hold to about 1\% up to $m=4$, are about 10\% too low at $m=6$, where some nine cells remain silent, and fail beyond that.

In the example the spread is 51.7 triggers and the bias 0.37. Evaluating both from the full distribution of $K$ gives 51.73 and 0.372. A detector that counted every trigger would have the Poissonian spread $\sqrt\mu=44.7$; the excess is the price of lost triggers.

The relative spread is $R=\sqrt{(e^m-1)/N}/m$, here 2.59\%. At fixed $N$ it has a minimum in $m$. Setting the derivative of $(e^m-1)/m^2$ to zero gives
\begin{equation}
m^2e^m-2m(e^m-1)=0
\quad\Longrightarrow\quad
m=2\left(1-e^{-m}\right).
\end{equation}
The function $m-2(1-e^{-m})$ starts at zero, first falls and then rises, so it has one positive root, $m=1.594$. It changes from negative to positive there, as does the derivative of $R$, so this is a minimum. The condition also says that the fired fraction is $m/2$, or about 80\%. The relative spread there is 2.07\%. This position is the leading-order one; the full distribution of $K$ for $N=3600$ puts the minimum at $m=1.589$ with the same spread. Below this level photon statistics improve with more light; above it the flattening response magnifies the noise of $K$ faster than the signal grows. The optimum concerns random spread alone. An error in $k$, arising from the charge per cell or the crosstalk correction, is magnified by the same slope $e^m$. An error $\delta N$ in the cell number, at given $k$, shifts the estimate by
\begin{equation}
\delta N\left[-\ln\left(1-\frac kN\right)-\frac{k/N}{1-k/N}\right]=-(e^m-1-m)\,\delta N,
\end{equation}
where $1-k/N=e^{-m}$ was used. For a given relative error in the charge per cell or in $N$, the relative error of the estimate grows with $m$, which may favour a lower light level. An error in the crosstalk probability acts differently. Crosstalk can add only cells that are still silent, and their number falls as $e^{-m}$, which cancels the slope $e^m$. What remains is a shift roughly proportional to $F$, which grows more slowly than $\mu$, so its relative effect falls with $m$.

\section{Where the assumptions fail}

\paragraph{Recovery within the pulse.} Let the pulse be rectangular with length $T$, and let a fired cell recharge as $1-e^{-t/\tau}$. Measure time in units of $T$. A first trigger at $u$ has rate at most $m$. A later one at $v$ has rate $m$ and releases at most the fraction $(v-u)T/\tau$ of a full charge, because $1-e^{-x}\le x$ and any avalanche in between only shortens the recharge. The extra charge of the array, in units of one full cell, is therefore at most
\begin{equation}
Nm^2\frac T\tau\int_0^1\!du\int_u^1(v-u)\,dv
=Nm^2\frac T\tau\int_0^1\frac{(1-u)^2}{2}\,du
=\frac{Nm^2T}{6\tau}.
\end{equation}
With $T=0.1$ ns and $\tau=30$ ns the bound is 0.62. If $T$ is comparable with $\tau$, the bound is no longer small, and at a high load, for instance $m=2$ with $T=\tau$, repeated firing can carry the total charge beyond $N$ cell charges.

\paragraph{Crosstalk.} Light from an avalanche can fire a neighbouring cell. Let an isolated avalanche fire at least one of its four neighbours with probability $p=0.05$, each independently with probability $p_1=1-(1-p)^{1/4}$. A cell left silent by the pulse escapes each neighbour with probability $1-(F/N)p_1$. On a lattice without edges the first generation of crosstalk therefore adds
\begin{equation}
Ne^{-m}\left[1-\left(1-\frac FN\,p_1\right)^4\right]=44.5
\end{equation}
cells. A simulation of 1200 pulses gave 44.3 for this generation and $45.2\pm0.2$ with all later ones. This is about 3\% of $F$ and about 1.5 times $\sigma_K$. At these settings crosstalk is not negligible even for one pulse. Inserting the enlarged count into $\hat\mu(k)$, one finds that ignoring it would raise $\hat\mu$ by about 80 triggers, or 4\%.

\paragraph{Uneven illumination.} If the load varies linearly across the sensor as $m(1+ax)$, with $x$ uniform between $-1$ and $1$, the average of $e^{-max}$ is $1+m^2a^2/6$ to second order, since $\langle x^2\rangle=1/3$. The mean falls by about $Ne^{-m}m^2a^2/6$. For $a=0.3$ the full average gives a loss of 9.6 cells.

\paragraph{A real sensor.} The cell number, efficiency and recovery time used here are rough typical values for a blue-sensitive 3 mm device near room temperature. So are a dark-count rate of $50\,{\rm kHz/mm^2}$, an afterpulse probability of 0.01, an overvoltage of 3 V and a breakdown drift of 50 mV/K; crosstalk varies widely with design and overvoltage. In a 100 ns gate, dark counts add 0.045 cells on average, and 0.0135 cells are still recovering from earlier ones. Afterpulses add at most 15.5 cell charges if each is counted in full. A laser energy jitter of 2\% rms adds a spread of $\mu e^{-m}\times0.02=23$ cells; combined in quadrature with $\sigma_K$ this gives about 38. At fixed bias, one kelvin of warming lowers the overvoltage by $0.05/3=1.7\%$. The charge signal then falls by 25.6 cell equivalents through the smaller charge per cell, and by at most 19.1 more through the efficiency, if the trigger probability is a concave function of overvoltage starting from zero. For this example, then, crosstalk and temperature move the mean by a few per cent, while recharge and dark counts contribute less than one cell each. At these settings Eq.~(\ref{eq:law}) can relate the signal, averaged over many pulses, to the mean number of triggers at the per-cent level if the charge per cell is known, crosstalk and afterpulsing are corrected, the temperature is held or compensated, and the illumination is even. The numerical output lists the values used.

\section*{Computed results}
\begin{verbatim}
INPUTS (rough typical values)
sensor side: 3.0 mm; cell pitch: 50 um
cells N: 3600
detection efficiency: 0.40
mean photons per pulse: 5000
wavelength: 450 nm
pulse length: 0.1 ns; recovery: 30 ns
RESULTS
pulse energy: 2.207 fJ
potential triggers mu: 2000.0
potential triggers per cell m: 0.55556
silent-cell probability exp(-m): 0.57375
mean fired cells, formula: 1534.488
mean fired cells, photon chain: 1534.488
standard deviation, formula: 29.672 cells
standard deviation, chain: 29.672 cells
deficit against linear response: 23.28 %
weak-light estimate mu(1-m/2): 1444.4 cells
exactly 5000 photons, mean fired: 1534.551 cells
exactly 5000 photons, spread: 24.842 cells
thermal single-mode pulse, mean fired: 1285.7 cells
10 % deficit at m: 0.2146
10 % deficit at mu: 772.4 triggers
INVERTED SIGNAL
spread, formula: 51.72 triggers
spread, chain: 51.73 triggers
Poisson spread sqrt(mu): 44.72 triggers
bias, formula: 0.371 triggers
bias, chain: 0.372 triggers
relative spread: 2.586 %
best relative spread at m: 1.5936
best relative spread: 2.071 %
SATURATION CURVE
m = 0.1: fired 342.6 cells
m = 0.5: fired 1416.5 cells
m = 1.0: fired 2275.6 cells
m = 2.0: fired 3112.8 cells
m = 4.0: fired 3534.1 cells
NEGLECTED EFFECTS
crosstalk probability: 0.05
crosstalk, first generation formula: 44.51 cells
crosstalk, first generation simulated: 44.25 cells
crosstalk, all: 45.21 +/- 0.20 cells
afterpulse prob. 0.01: at most 15.5 cells
dark-count rate: 50 kHz/mm2; gate: 100 ns
dark counts in gate: 0.0450 cells
cells recovering from dark counts: 0.0135
recharge in pulse: at most 0.617 cell equivalents
illumination tilt +/-30 %: loss 9.58 cells
energy jitter 2 % rms: spread 22.95 cells
overvoltage: 3.0 V
breakdown drift: 50 mV/K
efficiency drift: at most 19.1 cells/K
charge drift: 25.6 cell equivalents/K
\end{verbatim}
